# Finding percolation breakdown of a gate oxide in near-linear time

Suppose that a gate oxide is to be thinned from 35 to 25 Å. Leakage and the rate of defect generation matter, but so does how few defects suffice to short the weakest devices. That last question needs the distribution of the breakdown count and not just its mean. A distribution takes hundreds of simulated samples, and its change with area takes large ones. The cost of one simulated breakdown therefore decides which question can be answered.

## The model and the naive scheme

Let the oxide fill $0\le z\le h$, with the gate at $z=0$ and silicon at $z=h$. Laterally it is a periodic square of side $L$ and area $A=L^2$. Defects arrive one at a time, independently and uniformly in the volume $Ah$. Each is a sphere of radius $r$ and diameter $D=2r$. Two defects connect if their centres are at most $D$ apart; a defect touches the gate if $z\le r$ and silicon if $z\ge h-r$. Breakdown occurs at the first number of defects, $N_{\rm bd}$, for which one connected cluster touches both faces.

The model is geometric. No energy enters, and the algebra holds in any length unit, including the bohr of atomic units. The numbers below use the round parameters $r=5$ Å and, unless stated otherwise, $L=100$ Å.

The naive scheme measures all pair distances after every arrival, builds the clusters afresh and looks for one that touches both faces. With $i$ defects present there are $i(i-1)/2$ pairs, so the total up to $N$ is

$$\sum_{i=1}^{N}\frac{i(i-1)}2=\frac{N^3-N}{6}.$$

For $N=13440$ this is about $4\times10^{11}$ distances. Three things are wasted: old pairs are measured again, distant pairs are measured at all, and known clusters are rebuilt.

The first waste is easily removed. Defects do not move or vanish, so an old connection stays valid and only pairs containing the new defect matter. This leaves $N(N-1)/2$ distances, about $9\times10^7$ here. It also shows that breakdown, once reached, persists: the first success is $N_{\rm bd}$.

## Looking only nearby

Divide the square into $n_x^2$ equal cells, with $n_x=\lfloor L/D\rfloor$, and the thickness into $n_z=\max(1,\lfloor h/D\rfloor)$ layers. Cell edges are then at least $D$, except that a single layer may be thinner. Any connected neighbour lies in the new defect's cell or one touching it, at most 27 cells in all. I require $L\ge3D$, so that the three lateral cells in each direction are distinct under periodic wrapping. Lateral separations use the nearest periodic image.

For two random defects, the chance of lying in the same or touching lateral cells is $9/n_x^2$. Of the $n_z^2$ ordered pairs of layers, $n_z$ are equal and $2(n_z-1)$ are adjacent. The mean number of distance checks for a fixed number $N$ of defects is therefore

$$\langle C\rangle=\frac{N(N-1)}2\,\frac{9}{n_x^2}\,\frac{3n_z-2}{n_z^2}.$$

At fixed density $n=N/(Ah)$, both $N$ and $n_x^2$ grow as $A$, so $\langle C\rangle/N$ tends to a constant. For $h=35$ Å and $n=6\times10^{-4}$ Å$^{-3}$ we have $n_z=3$ and $n_x=L/D$, which gives

$$\frac{\langle C\rangle}{N}\simeq\frac72\,nD^2h=3.5\,(6\times10^{-4})(100)(35)=7.35.$$

Simulated fillings with $L=200$, 400 and 800 Å, containing 840, 3360 and 13440 defects, needed 7.05, 7.34 and 7.36 checks per defect. The largest took about $10^5$ checks in place of $9\times10^7$.

This argument fixes the density, whereas a breakdown run stops at a random one. If the stopping density could grow with area, the gain would be lost. A deliberately wasteful route to breakdown rules this out.

Take one vertical column of base $a\times a$ with $a=D/\sqrt6$, and cut it into $m=\lceil h/a\rceil$ equal boxes. Two points in successive boxes are at most $\sqrt{a^2+a^2+(2a)^2}=\sqrt6\,a=D$ apart, so defects in them connect. Since $a=0.82\,r<r$, defects in the end boxes touch the faces. Once every box is occupied, the column bridges the oxide.

A new defect enters a given box with probability $p=a^2/(mA)$. While $j$ boxes are empty, the mean wait for the next useful arrival is $1/(jp)$. Hence, from any starting configuration, the mean number of further defects before breakdown is at most

$$B=\sum_{j=1}^{m}\frac1{jp}=\frac{mA}{a^2}H_m,\qquad H_m=\sum_{j=1}^m\frac1j .$$

Now write $(x)_+=\max(x,0)$. Summing the remaining wait over all starting times gives

$$\left\langle\frac{N_{\rm bd}(N_{\rm bd}+1)}2\right\rangle=\sum_{i\ge0}\langle(N_{\rm bd}-i)_+\rangle\le B\sum_{i\ge0}P(N_{\rm bd}>i)=B\langle N_{\rm bd}\rangle .$$

Whether defect $i$ is added depends on its predecessors, but its own position is independent of them. Each predecessor is thus checked with probability at most $9/n_x^2$. Since $L/D\ge3$, rounding down leaves $n_x\ge\tfrac34L/D$, and so $9/n_x^2\le16D^2/A$. With $D^2/a^2=6$,

$$\langle C\rangle\le\frac{16D^2}{A}\,B\,\langle N_{\rm bd}\rangle=96\,mH_m\,\langle N_{\rm bd}\rangle .$$

The mean search work, divided by the mean number of defects, is bounded independently of area at fixed $h$ and $r$. The constant is very loose: for $h=25$ Å, $B=10890$, while the simulated mean count is 88. Its use is to establish the scaling. The result concerns averages over uniform positions; if all defects fell into one cell, the search would again be quadratic.

Storing only occupied cells in a hash table keeps the memory proportional to $N$. The 27 look-ups per defect take constant expected time under the usual assumption of well-spread hash values.

## Merging clusters without relabelling them

If every defect carries a cluster label, joining two clusters means rewriting labels, possibly a number proportional to $N$ at each merger. Union-find stores a parent for each node instead. Following parents leads to a root, which names the cluster, and a merger changes one root's parent.

Long parent chains would bring the cost back. Two rules prevent this. Each root has a rank, initially zero; the root of lower rank is attached to the other, and if the ranks are equal the surviving root's rank rises by one. After each find, every node on the path is attached directly to the root.

Scanning all clusters for contact with both faces is also unnecessary. Add one virtual node for the gate and one for silicon, and join each touching defect to the appropriate node. Breakdown is then the condition

$$\operatorname{find}(\text{gate})=\operatorname{find}(\text{silicon}).$$

A real bridge clearly makes these roots equal. Conversely, if they are equal, some path of connections runs from the gate node to the silicon node. Keep the part after its last visit to the gate and before its next visit to silicon. It contains real defects alone, joined by real overlaps, with its ends touching opposite faces. The virtual nodes therefore create no false bridge. They do merge separate clusters that touch the same face, so the trees must not be used for cluster-size statistics.

The complete step for a new defect is:

1. Create its node with rank zero.
2. Check earlier defects in the surrounding cells and unite it with those within $D$.
3. Store it in its cell, and unite it with any face it touches.
4. Compare the roots of the two faces; stop if they are equal.

A four-defect case with $h=25$ Å shows the steps. The centres, in Å, are $(50,50,4)$, $(20,20,12)$, $(50,53,21.5)$ and $(52,51,12.5)$. Defect 1 touches the gate because $4\le5$. Defect 2 is isolated. Defect 3 touches silicon because $21.5\ge20$. Defect 4 has distances

$$d_{14}=\sqrt{2^2+1^2+8.5^2}=8.79,\qquad d_{34}=\sqrt{2^2+2^2+9^2}=9.43$$

in Å, both below $D=10$ Å. Before it arrives, the gate and silicon trees each have rank 1. Defect 4 joins one of them without changing its rank and then unites the two, giving rank 2. The face roots coincide, so $N_{\rm bd}=4$; the bridge is 1–4–3.

## Why the trees stay cheap

Let $M=N+2$ be the number of nodes. A root of rank $\rho$ has at least $2^\rho$ nodes in its tree: this holds for $\rho=0$, and each increase joins two trees of the preceding rank. The trees in which different nodes first reach rank $\rho$ are disjoint, because their members had not before belonged to a tree of that rank. At most $M/2^\rho$ nodes can therefore reach rank $\rho$.

Sort the ranks into groups $\{0\},\{1\},\{2\},\{3,4\},\{5,\ldots,16\}$ and so on, where a group beyond the first has the form $k<\rho\le2^k$. Let $G$ groups be needed. Ranks rise strictly along a parent path. During one find, at most $G-1$ links cross between groups, and one link ends at the root. These contribute at most $G$.

Any other link joins a node to a non-root parent in its own group. Path compression then gives that node a parent of higher rank, so this can happen fewer than $2^k$ times before the parent leaves the group. The group contains at most $\sum_{\rho>k}M/2^\rho\le M/2^k$ nodes, which limits these links to $M$ per group. For $F$ finds, the number of links followed to roots obeys

$$\mathcal L\le(F+M)G .$$

Compression retraces the paths and at most doubles this. The number $G$ grows as $\log^*M$, the number of times a logarithm must be taken before $M$ falls to order one; it is 5 for the largest filling here.

For $h>D$, a defect touches at most one face. It causes two finds per overlap, at most two for a face and two for the final comparison, so $F\le2C+4N$. Since the mean of $C$ is proportional to $N$ at fixed density, the cost is $O(N\log^*N)$ in the mean. This is the sense of near-linear.

The find count can be predicted. In a uniform filling, the mean number of neighbours within $D$ is, for $h\ge D$,

$$n\int_{-D}^{D}\pi(D^2-u^2)\left(1-\frac{|u|}{h}\right)du
=n\left(\frac{4\pi D^3}{3}-\frac{\pi D^4}{2h}\right).$$

The last term removes the part of the neighbourhood outside the slab. At the density above this is 2.24. Half of these neighbours came earlier, and each costs two finds, giving 2.24 again. Face contacts add $2D/h=0.57$ and the comparison adds 2, for a total of 4.8 finds per defect. The filling with $L=800$ Å also used 4.8, with 0.85 links per find.

## What the breakdown counts say

A chain of $j$ defects starts no higher than $r$ and rises by at most $D$ per connection. To reach $h-r$ it needs $h-r\le r+(j-1)D$, or $h\le jD$. The smallest possible number is

$$k=\lceil h/D\rceil .$$

If $h=kD$, the chain must be exactly vertical, which has zero probability, and one more defect is needed.

To describe the spread, compare with a Weibull law, $P(N_{\rm bd}>N)=e^{-(N/\eta)^\beta}$, with scale $\eta$ and slope $\beta$. Then $X=(N_{\rm bd}/\eta)^\beta$ has a unit exponential distribution and $\ln N_{\rm bd}=\ln\eta+(\ln X)/\beta$. Since $\langle X^t\rangle=\Gamma(1+t)$, the variance of $\ln X$ is the second derivative of $\ln\Gamma(1+t)$ at $t=0$, namely $\sum_{j\ge1}1/j^2=\pi^2/6$. If $\sigma$ is the standard deviation of $\ln N_{\rm bd}$,

$$\beta=\frac{\pi}{\sqrt6\,\sigma}.$$

For another distribution this is an effective slope. Five hundred random breakdown sequences at each thickness gave:

| $h$ (Å) | $k$ | mean $N_{\rm bd}$ | density ($10^{-4}$ Å$^{-3}$) | $\beta$ |
|---|---|---|---|---|
| 12 | 2 | $18.1\pm0.4$ | 1.51 | 2.2 |
| 25 | 3 | $88.3\pm1.2$ | 3.53 | 3.7 |
| 35 | 4 | $159.3\pm1.5$ | 4.55 | 5.6 |

The uncertainties are standard errors; the slopes carry a sampling error of about 5%. The 25 Å sample happens to lie low: 5000 sequences give a mean of $91.0\pm0.4$ and $\beta=4.1$, and 2100 sequences at 35 Å give $161.5\pm0.8$ and $\beta=5.4$. In atomic units the densities are $2.24$, $5.23$ and $6.74\times10^{-5}$ bohr$^{-3}$.

At $L=100$ Å, thinning from 35 to 25 Å lowers the mean count by about 44%, and the relative spread grows as well. In a Weibull law, a small failed fraction $f$ is reached at $N/\eta\simeq f^{1/\beta}$. For $f=0.01$ and the slopes of the longer runs this is 0.43 at 35 Å and 0.32 at 25 Å. The sampled 1% quantiles, about 75 and 33 defects, agree with this and fall by about 56%, so early failures suffer more than the mean. These are estimates from effective slopes at one area. They should not be extended to far smaller fractions, where the shape of the tail matters.

## The thin, wide limit

For $D<h<2D$, two defects can bridge but one cannot, and the large-area law can be derived. Let the lower defect be at $z_1\in[0,r]$, the upper at $z_2\in[h-r,h]$, and $u=z_2-z_1$. Their lateral separation must lie in a disc of area $\pi(D^2-u^2)$. The length of allowed $z_1$ at given $u\le D$ is

$$w(u)=(u-h+D)_+-2(u-h+r)_+ .$$

It rises from zero at $u=h-D$. If $h<3r$, it peaks at $u=h-r$ and then falls; otherwise it rises all the way to $u=D$. For a ramp starting at $s$, put $v=D-u$ and $c=D-s$:

$$\begin{aligned}
\int_s^D(D^2-u^2)(u-s)\,du
&=\int_0^c v(2D-v)(c-v)\,dv\\
&=Dc^3-\frac{2D+c}{3}c^3+\frac{c^4}{4}
=\frac{c^3(4D-c)}{12}.
\end{aligned}$$

The two ramps have $c=4r-h$ and $c=3r-h$, the second contributing only if positive. Thus

$$J=\frac{\pi}{12}\left[(4r-h)^3(4r+h)-2(3r-h)_+^3(5r+h)\right].$$

Either defect may be the lower one, which gives a factor 2. The lateral position of the first contributes $A$, and the two uniform densities contribute $1/(Ah)^2$. A random pair therefore bridges with probability

$$p_2=\frac{2AJ}{(Ah)^2}=\frac{2J}{Ah^2}.$$

Among $N$ defects the mean number of bridging pairs is $p_2N(N-1)/2$, so breakdown occurs at $N\sim\sqrt A$ and the density falls as $A^{-1/2}$. Three-defect bridges, and bridging pairs that share a defect, have mean numbers of order $N^3/A^2\sim A^{-1/2}$. They vanish in the limit, leaving rare, nearly independent pairs with a Poisson number distribution:

$$P(N_{\rm bd}>N)\simeq e^{-p_2N^2/2},\qquad
\langle N_{\rm bd}\rangle\simeq\int_0^\infty e^{-p_2N^2/2}dN=\sqrt{\frac{\pi}{2p_2}} .$$

This is a Weibull law with slope 2, equal to $k$.

For $h=12$ Å and $L=1000$ Å, the bracket in $J$ is $8^3\cdot32-2\cdot3^3\cdot37=14386$ Å$^4$. Hence $J=3766$ Å$^4$, $p_2=5.23\times10^{-5}$ and the predicted mean is 173.3. Keeping $N(N-1)$ and summing over integers raises it by about 1. A simulation of 1000 sequences gave a slope of 2.08 and a mean of 182.7.

The mean is about 5% above the prediction. The law implies a standard deviation of $\sqrt{4/\pi-1}=0.52$ times the mean, hence a standard error of 2.9, so the excess is about three standard errors: 3.3 from 173.3 and 2.9 from the integer sum. Three-defect bridges cannot explain it, since they make breakdown earlier. Shared pairs delay it, but the partners of a given defect occupy at most $\pi D^2r=1571$ Å$^3$, which at this density holds 0.02 defects; their effect is at most of order 1%. A longer run settles the matter: 5000 sequences gave a mean of $172.3\pm1.3$, consistent with the 174.3 obtained from the integer sum. The excess was a sampling fluctuation.

## Scaling to a larger area

It is tempting to treat a fourfold area as four independent samples, all of which must survive. With a fixed total count they are not independent: more defects in one quarter mean fewer in the others. If the count is Poisson distributed with mean $nAh$, the quarters do receive independent numbers. Fixed-count results are converted by averaging, over the simulated values of $N_{\rm bd}$, the probability that a Poisson count is below $N_{\rm bd}$. Call the result $S_A(n)$. When bridging clusters are small compared with $L$, one expects

$$S_{4A}(n)\simeq S_A(n)^4 .$$

For $h=25$ Å and $n=2.51\times10^{-4}$ Å$^{-3}$, the samples with $L=100$ Å gave $S_A=0.80$, whose fourth power is 0.41. From 250 samples with $L=200$ Å the survival was 0.51. The sampling error of the difference is at most about 0.05, so the discrepancy of 0.10 is at least twice that error. It is tempting to blame the rule, but more samples remove the discrepancy. With 10000 samples at $L=100$ Å and 5000 at $L=200$ Å, $S_A=0.847\pm0.004$, whose fourth power is $0.514\pm0.009$, and the large samples survive with probability $0.521\pm0.007$. The rule holds within the error at this size. The first estimate of $S_A$ was low, and the fourth power multiplied its relative error by four.

The periodic boundaries matter for this agreement. Let $S_{\rm o}$ be the survival of one quarter with connections across its sides cut. A bridge inside any quarter breaks the large sample, so $S_{4A}\le S_{\rm o}^4$. Periodic connections can only help a small sample to fail, so $S_A\le S_{\rm o}$. At the density above, cutting the sides gives $S_{\rm o}=0.872\pm0.005$, whose fourth power is 0.58, clearly above the survival of the large sample. Open quarters miss the bridges that cross their sides; periodic ones replace them by bridges that wrap around.

For the thinning decision, a small periodic sample can therefore be scaled up, provided that its survival is known precisely and a larger area confirms the rule at the density of interest. The precision needed grows with the area. A gate of 1 μm² equals $10^4$ samples of side 100 Å, so by the same rule it survives with probability one half when a single sample fails with probability of only about $7\times10^{-5}$. Estimating so small a probability requires the far tail of the distribution. For the larger runs, the near-linear scheme keeps the mean search work within a fixed multiple of the mean number of defects. The result remains a defect count. Turning it into a lifetime needs a generation law, and defects that attract one another or favour an interface need a different position distribution. The union-find steps stay valid in that case, but the bound on the search work must be established anew.
